# Level crossings and quadratic Zeeman shifts in helium 2 3P: a numerical check

```python
# Helium 2 3P (L = S = 1) in a magnetic field: level crossings and m=0 shifts.
# H = sum_J E_J P_J + u (L_z + g_S S_z), u = mu_B B, energies as frequencies.
# E_2 = 0, E_1 = d, E_0 = d + D (inverted fine structure), total = d + D.
# Results under test, for g_S = 2 and D > 2 d:
#   m=0 shifts: J=0: 2u^2/(3D); J=1: u^2/(3d) - 2u^2/(3D); J=2: -u^2/(3d);
#   eight crossings, given by closed forms, one quadratic and one cubic in u.
# Levels are labelled (J, m) by their zero-field parent.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

# Spin-1 operators and the product space |m_L, m_S>
sz = np.diag([1.0, 0.0, -1.0])
raising = np.sqrt(2.0) * np.diag([1.0, 1.0], 1)
one = np.eye(3)
Lz, Sz = np.kron(sz, one), np.kron(one, sz)
L_dot_S = Lz @ Sz + 0.5 * (np.kron(raising, raising.T)
                           + np.kron(raising.T, raising))
ls_value = {2: 1.0, 1: -1.0, 0: -2.0}
projector = {}
for J in ls_value:
    P = np.eye(9)
    for K in ls_value:
        if K != J:
            P = P @ (L_dot_S - ls_value[K] * np.eye(9))
            P = P / (ls_value[J] - ls_value[K])
    projector[J] = P
    assert abs(np.trace(P) - (2 * J + 1)) < 1e-12
    assert np.allclose(P @ P, P, atol=1e-12)

m_total = np.rint(np.diag(Lz + Sz)).astype(int)
parents = {2: (2,), 1: (2, 1), 0: (2, 1, 0), -1: (2, 1), -2: (2,)}


def block_levels(u, m, d, D, g_s=2.0):
    """Sorted eigenvalues of the block m for an array of u."""
    u = np.atleast_1d(np.asarray(u, dtype=float))
    idx = np.ix_(np.where(m_total == m)[0], np.where(m_total == m)[0])
    fine = (d * projector[1] + (d + D) * projector[0])[idx]
    zeeman = (Lz + g_s * Sz)[idx]
    return np.linalg.eigvalsh(fine + u[:, None, None] * zeeman)


def search_crossings(d, D, g_s=2.0, u_max_factor=50.0):
    """All crossings found from sign changes of eigenvalue differences."""
    grid = np.geomspace(1e-3 * d, u_max_factor * (d + D), 3000)
    curves = {}
    for m, js in parents.items():
        values = block_levels(grid, m, d, D, g_s)
        for k, J in enumerate(js):
            curves[(J, m)] = (k, values[:, k])
    labels = list(curves)
    found = []
    for i, a in enumerate(labels):
        for b in labels[i + 1:]:
            if a[1] == b[1]:
                gap = np.abs(curves[a][1] - curves[b][1])
                assert gap.min() > 1e-6 * d   # no crossing inside a block
                continue
            diff = curves[a][1] - curves[b][1]
            for n in np.where(diff[:-1] * diff[1:] < 0)[0]:
                def gap_at(u):
                    ea = block_levels(u, a[1], d, D, g_s)[0, curves[a][0]]
                    eb = block_levels(u, b[1], d, D, g_s)[0, curves[b][0]]
                    return ea - eb
                root = brentq(gap_at, grid[n], grid[n + 1], xtol=1e-13)
                energy = block_levels(root, a[1], d, D, g_s)[0, curves[a][0]]
                found.append((frozenset((a, b)), root, energy))
    return sorted(found, key=lambda item: item[1])


def formula_crossings(d, D):
    """Crossing values of u from the derived formulas, and signed cubic roots."""
    total = d + D
    q_small, q_large = np.sort(np.roots([72, -(26 * D + 53 * d),
                                         9 * d * total]).real)
    cubic = np.roots([288 * total,
                      -(176 * total**2 - 72 * total * d - 324 * d**2),
                      -(414 * total - 243 * d) * d**2,
                      162 * d**2 * total * D])
    assert np.max(np.abs(cubic.imag)) < 1e-10 * total
    c_neg, c_small, c_large = np.sort(cubic.real)
    assert c_neg < 0 < c_small < d < c_large
    fields = {
        frozenset(((2, 2), (1, -1))): 9 * d / 40,
        frozenset(((2, 1), (1, -1))): d / np.sqrt(8),
        frozenset(((2, 2), (1, 1))): 3 * d / 4,
        frozenset(((2, 2), (1, 0))): q_small,
        frozenset(((2, 2), (0, 0))): q_large,
        frozenset(((1, -1), (2, 0))): -c_neg,
        frozenset(((2, 1), (1, 0))): c_small,
        frozenset(((1, 1), (0, 0))): c_large}
    signed = {frozenset(((1, -1), (2, 0))): c_neg,
              frozenset(((2, 1), (1, 0))): c_small,
              frozenset(((1, 1), (0, 0))): c_large}
    return fields, signed


def shift_coefficients(d, D):
    """Coefficients of u^2 for the m=0 levels, ordered J = 2, 1, 0."""
    return np.array([-1 / (3 * d), 1 / (3 * d) - 2 / (3 * D), 2 / (3 * D)])


# S_z matrix elements between the m=0 fine-structure states
m0_state = {}
zero_idx = np.where(m_total == 0)[0]
for J in projector:
    block = projector[J][np.ix_(zero_idx, zero_idx)]
    m0_state[J] = np.linalg.eigh(block)[1][:, -1]
Sz0 = Sz[np.ix_(zero_idx, zero_idx)]
strength = {(a, b): (m0_state[a] @ Sz0 @ m0_state[b])**2
            for a in (0, 1, 2) for b in (0, 1, 2)}
assert abs(strength[0, 1] - 2 / 3) < 1e-12
assert abs(strength[2, 1] - 1 / 3) < 1e-12
assert max(strength[0, 2], strength[0, 0], strength[1, 1],
           strength[2, 2]) < 1e-12

# Formulas against diagonalization for several interval ratios
D_he, d_he = 30.0, 2.3
for d, D in ((d_he, D_he), (1.0, 2.2), (1.0, 5.0), (1.7, 60.0)):
    total = d + D
    for u in (0.1 * d, 0.9 * d, 4.0 * d, 2.0 * total):
        root = 0.5 * np.sqrt(d**2 + u**2)
        for sign in (1, -1):
            pair = sign * 1.5 * u + 0.5 * d + np.array([-root, root])
            assert np.allclose(block_levels(u, sign, d, D)[0], pair,
                               rtol=0, atol=1e-10 * total)
            assert abs(block_levels(u, 2 * sign, d, D)[0, 0]
                       - sign * 3 * u) < 1e-10 * total
        secular = np.polymul([1, -d], [1, -total])
        secular = np.polysub(np.polymul([1, 0], secular),
                             u**2 * np.array([1, -total / 3]))
        assert np.allclose(np.sort(np.roots(secular).real),
                           block_levels(u, 0, d, D)[0],
                           rtol=0, atol=1e-9 * total)
    # Small-field coefficients extracted from eigenvalues
    h = 0.02 * d
    zero_field = np.array([0.0, d, total])
    c1 = (block_levels(h, 0, d, D)[0] - zero_field) / h**2
    c2 = (block_levels(2 * h, 0, d, D)[0] - zero_field) / (4 * h**2)
    assert np.allclose((4 * c1 - c2) / 3, shift_coefficients(d, D),
                       rtol=1e-5, atol=1e-6 / d)
    quartic = (c2[0] - c1[0]) / (3 * h**2)
    quartic_formula = (1 / d - 2 / total) / (9 * d**2)
    # tolerance: the finite difference keeps a sixth-order remainder
    assert abs(quartic / quartic_formula - 1) < 1e-2
    # Complete crossing search
    found = search_crossings(d, D)
    fields, signed = formula_crossings(d, D)
    assert len(found) == 8
    assert {item[0] for item in found} == set(fields)
    for key, u, energy in found:
        assert abs(u / fields[key] - 1) < 1e-8
        assert all(label != (2, -2) for label in key)
        if key in signed:
            v = signed[key]
            common = ((2 * v + 1.5 * d) * (total - 3 * v) + v * total / 3)
            common /= 3 * total - 1.5 * d - 6 * v
            assert abs(common - energy) < 1e-7 * total

# Worked example: helium with rough two-figure intervals
mu = const.physical_constants["Bohr magneton in Hz/T"][0] * 1e-9
g_free = abs(const.physical_constants["electron g factor"][0])
crossings = search_crossings(d_he, D_he)
print(f"Interval D = E(J=0)-E(J=1), rough input: {D_he:.1f} GHz")
print(f"Interval d = E(J=1)-E(J=2), rough input: {d_he:.1f} GHz")
print(f"Sum D+d: {D_he + d_he:.1f} GHz")
print(f"Bohr magneton / h: {mu:.5f} GHz/T")
print("Crossings (J,m) x (J,m): u in GHz, B in T, energy above J=2 in GHz")
for key, u, energy in crossings:
    a, b = sorted(key, key=lambda label: -label[1])
    print(f"  ({a[0]},{a[1]:+d}) x ({b[0]},{b[1]:+d}): u = {u:.4f} GHz, "
          f"B = {u / mu:.5f} T, E = {energy:.4f} GHz")
signed_he = formula_crossings(d_he, D_he)[1]
print("Signed roots u of the cubic: "
      + ", ".join(f"{v:.4f}" for v in sorted(signed_he.values())) + " GHz")
linear_first = d_he / (3.0 + 1.5) / mu
print(f"First crossing from linear Zeeman shifts only: {linear_first:.5f} T")

coefficients = shift_coefficients(d_he, D_he) * mu**2
for J, c in zip((2, 1, 0), coefficients):
    print(f"Quadratic coefficient, J={J}, m=0: {c:+.4f} GHz/T^2")
assert abs(coefficients.sum()) < 1e-10
B_test = 0.05
u_test = mu * B_test
exact = block_levels(u_test, 0, d_he, D_he)[0] - [0, d_he, d_he + D_he]
print(f"Test field: {B_test:.2f} T, u = {u_test:.5f} GHz")
for J, c, e in zip((2, 1, 0), coefficients, exact):
    print(f"Shift at test field, J={J}, m=0: exact {e:+.6f} GHz, "
          f"quadratic {c * B_test**2:+.6f} GHz")
fourth = u_test**4 * (1 / d_he - 2 / (d_he + D_he)) / (9 * d_he**2)
with_fourth = coefficients[0] * B_test**2 + fourth
assert abs(with_fourth - exact[0]) < 0.2 * abs(coefficients[0] * B_test**2
                                               - exact[0])
print(f"Fourth-order term at test field, J=2, m=0: {fourth:+.6f} GHz")
print(f"J=2 shift with fourth-order term: {with_fourth:+.6f} GHz")

# Size of what the model leaves out
real_g = search_crossings(d_he, D_he, g_free, u_max_factor=2.0)
real_fields = {key: u for key, u, _ in real_g}
assert len(real_g) == 8 and set(real_fields) == {c[0] for c in crossings}
changes = [abs(real_fields[key] / u - 1) for key, u, _ in crossings]
assert max(changes) < 5e-3
print(f"Free-electron g_S: {g_free:.6f} (dimensionless)")
print(f"Largest relative change of a crossing field: {100*max(changes):.3f} %")
# Hydrogenic 2p electron (charge 1), m_L = 1: mean square distance from z axis
r2 = (quad(lambda r: r**6 * np.exp(-r), 0, np.inf)[0]
      / quad(lambda r: r**4 * np.exp(-r), 0, np.inf)[0])
sin2 = (quad(lambda t: np.sin(t)**5, 0, np.pi)[0]
        / quad(lambda t: np.sin(t)**3, 0, np.pi)[0])
a0 = const.physical_constants["Bohr radius"][0]
diamagnetic = (const.e**2 * r2 * sin2 * a0**2
               / (8 * const.m_e * const.h)) * 1e-9
assert diamagnetic < 1e-3 * np.min(np.abs(coefficients))
B_last = crossings[-1][1] / mu
print(f"Diamagnetic coefficient, 2p estimate: {diamagnetic:.3e} GHz/T^2")
print(f"Diamagnetic shift at highest crossing: {diamagnetic*B_last**2:.3e} GHz")
print("ALL CHECKS PASSED")
```

It prints:

```
Interval D = E(J=0)-E(J=1), rough input: 30.0 GHz
Interval d = E(J=1)-E(J=2), rough input: 2.3 GHz
Sum D+d: 32.3 GHz
Bohr magneton / h: 13.99624 GHz/T
Crossings (J,m) x (J,m): u in GHz, B in T, energy above J=2 in GHz
  (2,+2) x (1,-1): u = 0.5175 GHz, B = 0.03697 T, E = 1.5525 GHz
  (2,+2) x (1,+0): u = 0.7913 GHz, B = 0.05654 T, E = 2.3740 GHz
  (2,+1) x (1,-1): u = 0.8132 GHz, B = 0.05810 T, E = 1.1500 GHz
  (2,+2) x (1,+1): u = 1.7250 GHz, B = 0.12325 T, E = 5.1750 GHz
  (2,+1) x (1,+0): u = 2.0936 GHz, B = 0.14958 T, E = 2.7353 GHz
  (2,+0) x (1,-1): u = 2.2305 GHz, B = 0.15936 T, E = -0.5938 GHz
  (2,+2) x (0,+0): u = 11.7351 GHz, B = 0.83844 T, E = 35.2052 GHz
  (1,+1) x (0,+0): u = 19.1165 GHz, B = 1.36583 T, E = 39.4520 GHz
Signed roots u of the cubic: -2.2305, 2.0936, 19.1165 GHz
First crossing from linear Zeeman shifts only: 0.03652 T
Quadratic coefficient, J=2, m=0: -28.3906 GHz/T^2
Quadratic coefficient, J=1, m=0: +24.0373 GHz/T^2
Quadratic coefficient, J=0, m=0: +4.3532 GHz/T^2
Test field: 0.05 T, u = 0.69981 GHz
Shift at test field, J=2, m=0: exact -0.069198 GHz, quadratic -0.070976 GHz
Shift at test field, J=1, m=0: exact +0.058317 GHz, quadratic +0.060093 GHz
Shift at test field, J=0, m=0: exact +0.010881 GHz, quadratic +0.010883 GHz
Fourth-order term at test field, J=2, m=0: +0.001878 GHz
J=2 shift with fourth-order term: -0.069098 GHz
Free-electron g_S: 2.002319 (dimensionless)
Largest relative change of a crossing field: 0.101 %
Diamagnetic coefficient, 2p estimate: 3.573e-04 GHz/T^2
Diamagnetic shift at highest crossing: 6.665e-04 GHz
ALL CHECKS PASSED
```
